Spin-orbit splitting and the neutrality level: the one-third rule for GaSb

In GaSb the spin-orbit splitting of the valence band, roughly 0.76 eV, is about as large as the room-temperature gap, roughly 0.73 eV. If the branch energy stays where it was without spin-orbit coupling, its height above the valence maximum falls by 0.253 eV. When the branch energy is recalculated in a simple s-p model, the height falls by only 0.144 eV. Two things need explaining: why the first number is one third of the splitting, and why the second is smaller.

**1. Setting and assumptions**

States in the gap of a semiconductor decay away from an interface. Their wave number is complex, and as the energy rises through the gap their character changes from valence-like to conduction-like. The energy at which the two kinds of evanescent state join is the branch energy E_B. It serves here as the neutrality level: filling the interface states up to E_B leaves the interface approximately neutral. Let E_v be the valence maximum and

b = E_B − E_v.

The assumptions are these.

(A) Without spin-orbit coupling the valence maximum is a threefold p-like level at the zone centre of a cubic crystal, sixfold with spin. Its energy is the zero of energy.

(B) Spin-orbit coupling acts within these six states. Coupling to other bands is neglected.

(C) The coupling has the sign that puts the fourfold level on top. The splitting between the fourfold and twofold levels is Δ > 0.

(D) E_B does not move relative to the unsplit p level when the coupling is switched on.

(E) b(0) > Δ/3, so that E_B is still in the gap afterwards.

Assumption (D) is a real restriction, examined in Section 4.

**2. The split p level**

**Lemma 1.** Under (A) to (C) the fourfold level lies at +Δ/3 and the twofold level at −2Δ/3.

Proof. Take the real orbital functions x, y, z as basis. The coupling has the form A_x S_x + A_y S_y + A_z S_z, where S is the spin in units of ħ and each A_i is a 3 × 3 orbital matrix. Since S changes sign under time reversal and the coupling does not, each A_i must change sign too. In a real basis a Hermitian matrix that does so is imaginary and antisymmetric. It is therefore a real combination of the three l = 1 matrices L_x, L_y, L_z.

A half-turn about z leaves A_z unchanged but reverses L_x and L_y, so A_z is proportional to L_z. The same holds for the other axes, and the threefold rotations of the cubic crystal make the three constants equal. Hence

H_so = λ L·S.

With J = L + S, squaring gives J² = L² + S² + 2 L·S, because L and S commute. Therefore

L·S = [j(j+1) − l(l+1) − s(s+1)]/2, with l = 1 and s = 1/2.

For j = 3/2, which has four states,

L·S = [15/4 − 2 − 3/4]/2 = 1/2.

For j = 1/2, which has two states,

L·S = [3/4 − 2 − 3/4]/2 = −1.

The levels are λ/2 and −λ. Their separation is Δ = λ/2 + λ = 3λ/2, so λ = 2Δ/3. Substitution gives +Δ/3 and −2Δ/3. ∎

The weights have a simple origin. The trace of L·S is zero, so the mean energy of the six states cannot move:

4(Δ/3) + 2(−2Δ/3) = 0.

Four states share the upward shift and two share the downward shift, so the upper level moves half as far as the lower one. For Δ = 0.76 eV the levels are at 0.253 eV and −0.507 eV.

**3. The theorem**

**Theorem.** Under (A) to (E),

b(Δ) = b(0) − Δ/3.

Proof. Without the coupling E_v = 0, so b(0) = E_B. With it, Lemma 1 gives E_v = Δ/3, while (D) leaves E_B unchanged. Hence b(Δ) = E_B − Δ/3 = b(0) − Δ/3. Assumption (E) makes the result positive. ∎

The neutrality level itself has not gone down. The valence maximum, from which it is measured, has gone up. For GaSb,

Δ/3 = 0.76 eV / 3 = 0.253 eV = 253 meV.

Since the input is a rough value, 0.25 eV is as much as the result deserves. The subtraction applies to a neutrality level obtained without spin-orbit coupling. A value of b obtained with the coupling already refers to the raised valence maximum and needs no further subtraction.

**Corollary.** Let the interface Fermi level be pinned at E_B, and let the conduction edge C stay fixed relative to the unsplit p level. Then the hole barrier falls by Δ/3 and the electron barrier does not change.

Proof. The hole barrier is b, so the first statement is the theorem. The electron barrier is C − E_B, and both energies are fixed. Equivalently, the gap is C − Δ/3 after the splitting, and

(C − Δ/3) − (b(0) − Δ/3) = C − b(0). ∎

The gap and the hole barrier shrink by the same amount.

**Remark on (E).** If b(0) were smaller than Δ/3, the formula would place E_B below the valence maximum. An energy there lies among propagating states and is no longer a branch energy of the gap. A negative result therefore shows that the subtraction can no longer be used, not where the neutrality level lies. Assumption (D) may have failed: in the s-p model of Section 4 the recalculated branch energy always stays inside the gap.

**Remark on cubic degeneracy.** Let an axial field shift the p_z orbital by δ relative to p_x and p_y. With L_± = L_x ± iL_y, and likewise for S,

L·S = L_z S_z + (L_+ S_− + L_− S_+)/2.

The state p_z↑ has L_z = 0, so its diagonal spin-orbit energy vanishes. It couples to p_+↓, the state with L_z = 1 and spin down. Since L_+ acting on L_z = 0 gives a factor √2, the matrix element is λ√2/2 = √2Δ/3. The diagonal energy of p_+↓ is λ(1)(−1/2) = −Δ/3. The block is

p_z↑: diagonal δ
p_+↓: diagonal −Δ/3
coupling: t = √2Δ/3, so t² = 2Δ²/9.

If p_z lies far above the others, δ ≫ Δ, second-order perturbation theory gives its rise as

t²/(δ + Δ/3) ≈ 2Δ²/(9δ).

There is no linear term, and the one-third rule fails. For the deliberately extreme offset δ = 38 eV, diagonalization gives a rise of 0.0034 eV instead of 0.253 eV.

If p_z lies below the others, the result is different. The state p_+↑ couples to no other state of the shell and has energy λ/2 = Δ/3 for every δ. The upper level of the block above grows with δ and reaches Δ/3 at δ = 0, so for δ < 0 it stays below p_+↑. The valence maximum then still rises by Δ/3, where Δ means 3λ/2 and no longer the separation of two observed levels. Cubic symmetry is thus sufficient for the rise, but not necessary.

**4. Does the branch energy stay fixed?**

Assumption (D) can be examined in a model in which E_B follows from the bands. Take an s-like conduction state at energy C and the six p states at the zone centre. For a wave number k along the cubic z axis, let s couple to p_z with matrix element iPk, where P is a constant. The free-electron kinetic energy and all other bands are left out.

**Lemma 2.** In this model

P²k² = (E − C)[E − 2Δ²/(9(E + Δ/3))].

Proof. Let a, z and u be the amplitudes of s↑, p_z↑ and p_+↓. The eigenvalue equations are

(E − C)a = iPk z
E z = −iPk a + t u
(E + Δ/3)u = t z.

The third gives u = t z/(E + Δ/3), and the first gives a = iPk z/(E − C). In the second equation −iPk a becomes P²k² z/(E − C), because (−i)(i) = 1. Thus

E z = P²k² z/(E − C) + t² z/(E + Δ/3).

For energies inside the gap z cannot vanish, since a and u would vanish with it. Dividing by z, moving the last term to the left and multiplying by E − C gives the result, with t² = 2Δ²/9. The opposite spin gives the same relation by time reversal combined with the reflection z → −z. ∎

The square bracket can be put over one denominator. Its numerator is

E² + EΔ/3 − 2Δ²/9 = (E − Δ/3)(E + 2Δ/3).

In the gap, Δ/3 < E < C, the bracket is positive and E − C is negative. So k² is negative, and with k = iq,

P²q² = (C − E)(E − Δ/3)(E + 2Δ/3)/(E + Δ/3).

The decay constant q vanishes at both band edges and is positive between them. Starting from the valence edge, q grows with energy; starting from the conduction edge, it grows as the energy falls. The two branches meet where q² is largest, and that energy is E_B. P scales q but does not affect the position of the maximum.

There is only one maximum. Write P²q² = (C − E)g with g = E − 2Δ²/(9(E + Δ/3)). In the gap g′ > 0 and g″ ≤ 0, so the second derivative of the product, (C − E)g″ − 2g′, is negative throughout.

**Without spin-orbit coupling** the relation is P²q² = E(C − E), and its maximum is at

E_B = C/2.

The weights confirm the change of character. From the first amplitude equation, |a/z|² = P²q²/(C − E)² = E/(C − E), which equals one at E = C/2. The evanescent state is then half s and half p_z.

**Proposition.** With C fixed and Δ ≪ C,

E_B = C/2 + 4Δ²/(9C) + terms of order Δ³,

b(Δ) = C/2 − Δ/3 + 4Δ²/(9C) + terms of order Δ³.

Proof. The maximum condition is (C − E)g′ = g, or

(C − E)[1 + 2Δ²/(9(E + Δ/3)²)] = E − 2Δ²/(9(E + Δ/3)).

Set E = C/2 + ε. In terms that already carry Δ², E + Δ/3 may be replaced by C/2. To second order,

C/2 − ε + 4Δ²/(9C) = C/2 + ε − 4Δ²/(9C).

Here (C/2)(2Δ²/9)(4/C²) = 4Δ²/(9C) on the left, and (2Δ²/9)(2/C) = 4Δ²/(9C) on the right. Collecting ε gives 2ε = 8Δ²/(9C), hence ε = 4Δ²/(9C). Subtracting E_v = Δ/3 gives b. ∎

To first order in Δ, therefore, this model satisfies (D), and b starts with slope −1/3. The reason is that the branch state is built from s and p_z, neither of which has a diagonal spin-orbit energy. A numerical search for the maximum of q² at Δ = 0.003C gives [b(Δ) − b(0)]/Δ = −0.3320. The proposition predicts −1/3 + 4(0.003)/9 = −0.3320.

**The opposite limit** is a gap E_g = C − Δ/3 much smaller than Δ. Across so narrow a gap the factor (E + 2Δ/3)/(E + Δ/3) hardly changes, and q² is nearly proportional to (C − E)(E − Δ/3). The maximum is then at midgap and b ≈ E_g/2. Since b(0) = C/2 and E_g/2 = C/2 − Δ/6, the height falls by only Δ/6. The branch energy has followed the centre of the gap upward by the other Δ/6.

**5. Evaluation for GaSb**

The inputs are rough room-temperature values, Δ = 0.76 eV and E_g = 0.73 eV. The conduction edge above the unsplit p level is

C = E_g + Δ/3 = 0.73 + 0.253 = 0.983 eV.

The s-p model gives b(0) = C/2 = 0.492 eV. With this branch energy held fixed,

b = 0.492 − 0.253 = 0.238 eV,

where the last digit follows from the unrounded values. The electron barrier stays at 0.73 − 0.238 = 0.492 eV, as the corollary requires.

If E_B is instead recalculated with the full splitting, it moves up by 0.109 eV, to 0.601 eV. The third digit belongs to the model as defined: restoring the omitted terms quadratic in k changes the move by about 0.002 eV and b by up to 0.01 eV. The maximum condition can be checked by hand. With 2Δ²/9 = 0.1284 eV² and E + Δ/3 = 0.854 eV, its two sides are

left: (0.983 − 0.601)(1 + 0.1284/0.854²) ≈ 0.45 eV
right: 0.601 − 0.1284/0.854 ≈ 0.45 eV.

The height above the valence maximum is then 0.347 eV, and its fall is

0.492 − 0.347 = 0.144 eV,

where the last digit again follows from the unrounded values.

This answers the second opening question within the model. The spin-orbit coupling mixes p_z with p_+↓, which lies below the branch energy and so repels p_z upward. At the new branch energy p_z behaves as if it lay at 0.1284/0.854 = 0.15 eV instead of zero. A p_z level fixed there would put the branch energy at (0.983 + 0.150)/2 = 0.567 eV, a move of 0.075 eV. The rest of the 0.109 eV arises because the repulsion weakens as the energy rises, which makes g′ larger than one and shifts the maximum of q² further up. The fall of 0.144 eV lies between Δ/6 = 0.127 eV and Δ/3 = 0.253 eV, nearer the narrow-gap limit.

The small-Δ formula is of no use for this size of splitting. It would give an upward move of 4(0.76)²/(9 × 0.983) = 0.26 eV, more than twice the calculated 0.109 eV. The ratio Δ/C = 0.77 is not small.

With E_B recalculated, the electron barrier also changes: it is 0.73 − 0.347 = 0.383 eV, down from 0.492 eV. An unchanged electron barrier is thus a consequence of (D), not of spin-orbit coupling as such.

**6. Coupling to remote p bands**

Assumption (B) can also be relaxed. Place a second p level at energy E′ above the first, give it the same internal spin-orbit coupling, and let the two levels be coupled by (2c/3)L·S. By Lemma 1 the coupling element is c/3 for j = 3/2 and −2c/3 for j = 1/2. In both cases the uncoupled levels differ by E′, so to second order the valence levels move down by c²/(9E′) and 4c²/(9E′).

Let Δ₀ be the splitting before this coupling. The observed splitting is

Δ = Δ₀ + 3c²/(9E′) = Δ₀ + c²/(3E′).

The valence maximum lies at

Δ₀/3 − c²/(9E′) = Δ/3 − c²/(9E′) − c²/(9E′) = Δ/3 − 2c²/(9E′).

At given observed splitting the rise is therefore less than one third. For E′ = 3.0 eV, a rough value, and the deliberately strong trial coupling c = 0.76 eV, the formula gives a loss of 0.043 eV. Diagonalization gives 0.042 eV and a rise of 0.211 eV. The loss varies as c², so half the coupling would cost about 0.01 eV.

**7. What this means for a contact**

Consider a fully pinned metal contact on p-type GaSb at 300 K, with the fixed-branch barrier of 0.238 eV. The rough parameters are 10¹⁷ acceptors per cm³, relative permittivity 16 and a density-of-states mass of 0.40 electron masses. The bulk Fermi level then lies 0.107 eV above the valence edge, about four times kT = 0.0259 eV, so the hole gas is not degenerate. The mass used is close to the heavy-hole value; a density-of-states mass of 0.8 would put the Fermi level at 0.134 eV and reduce the band bending below by 0.027 eV. The band bending is 0.238 − 0.107 = 0.131 eV, over a depletion width of 48 nm in the depletion approximation, which neglects the holes remaining in the layer.

In the same approximation, image-force lowering takes 0.022 eV off the barrier. The tunnelling energy E₀₀ = (eħ/2)√(N/(mε)), with e the elementary charge, N the acceptor density, ε the permittivity and a light-hole mass m of 0.05 electron masses, is 0.0066 eV. That is a quarter of kT. For the light holes alone, tunnelling just below the barrier top is then comparable to emission over it. The heavy holes, which carry most of the current, tunnel less readily, so thermionic emission remains the larger part of the total, with tunnelling of both kinds of hole adding some tens of per cent. Because E₀₀ grows as √N, it reaches kT near 1.5 × 10¹⁸ cm⁻³.

If thermionic emission governs both cases and everything except the barrier is held fixed, including the image-force lowering, then lowering the barrier by Δ/3 multiplies the hole emission by

exp(0.253/0.0259) ≈ 1.8 × 10⁴.

With the recalculated fall the factor is exp(0.1445/0.02585) ≈ 270. An uncertainty of a tenth of an electronvolt in the branch energy thus matters greatly for the current.

Set beside real GaSb, the splitting, gap and doping are ordinary values, but the model's absolute barriers should not be taken as predictions. Metals on GaSb tend to hold the Fermi level close to the valence edge, very roughly 0.1 eV above it, which is lower than either model value. At that height the band bending calculated above would nearly vanish. The model follows one line near the zone centre, whereas a neutrality level depends on bands throughout the zone. Real contacts also have defects, reacted layers and incomplete pinning. Within the two models, motion of the branch energy gives 0.109 eV and strong remote coupling 0.042 eV. The first figure belongs to the zone-centre line, where the gap is narrowest. A neutrality level drawn from the whole zone can move much less, by an amount that depends on how it is defined, so 0.109 eV is not the motion to expect in real GaSb. Cooling, represented by a rough gap of 0.81 eV at fixed Δ, raises the recalculated b by 0.0375 eV, about half the change of the gap.

The one-third rule is therefore a statement about the reference level. It gives 0.25 eV for GaSb when E_B is known to be fixed relative to the unsplit p level and coupling to remote bands can be neglected. Where either condition is in doubt, E_B and the valence maximum have to be calculated together with spin-orbit coupling included. The numerical output below lists the values used.

Computed results

```
Input splitting Delta, rough: 0.76 eV
Input GaSb gap, rough: 0.73 eV
Input temperature: 300 K
Upper fourfold level: 0.2533 eV
Lower twofold level: -0.5067 eV
Drop of b with branch fixed, Delta/3: 0.2533 eV
Same drop: 253.3 meV
p_z singlet offset in contrast case: 38.0 eV
Rise of that p_z singlet: 0.00336 eV
Conduction edge C above unsplit p level: 0.9833 eV
s-p model b without spin-orbit: 0.4917 eV
s-p model b, branch held fixed: 0.2383 eV
s-p model b, branch recalculated: 0.3472 eV
Upward move of model branch energy: 0.1089 eV
Drop of b with branch recalculated: 0.1445 eV
Electron barrier before, branch fixed: 0.4917 eV
Electron barrier after, branch fixed: 0.4917 eV
Small splitting used for slope: 0.002950 eV
Slope db/dDelta at small Delta: -0.33200
Small-Delta branch move / formula: 0.99699
Remote p energy, rough: 3.0 eV
Trial remote coupling c: 0.76 eV
Valence rise with remote coupling: 0.2114 eV
Loss of rise from remote coupling: 0.0419 eV
Remote loss from second-order formula: 0.0428 eV
Low-temperature gap, rough: 0.81 eV
Recalculated b with low-temperature gap: 0.3847 eV
Change of b from gap change: 0.0375 eV
Acceptor density: 1.0e+17 cm^-3
Relative permittivity, rough: 16
Hole density-of-states mass, rough: 0.40 m_e
Light-hole tunnelling mass, rough: 0.05 m_e
Thermal energy kT: 0.0259 eV
Bulk Fermi level above valence edge: 0.1073 eV
Band bending in p-type contact: 0.1310 eV
Depletion width: 48.1 nm
Maximum field: 0.0544 MV/cm
Image-force barrier lowering: 0.0221 eV
Tunnelling energy E00: 0.0066 eV
Hole emission factor exp(Delta/3kT): 1.80e+04
```
